# Insertion loss and isolation of a series GaN switch

## Problem

A gallium nitride transistor is used as a switch in series with the signal conductor of a 50 ohm line. Source and load are both matched to the line. When closed, the switch is a resistance $R_{\rm on}=2$ ohm; when open, it is a capacitance $C_{\rm off}=0.1$ pF. Find the insertion loss of the closed switch and the isolation of the open switch at 10 GHz.

Both quantities compare the load power without the switch, $P_0$, with the load power $P_L$ when the switch is in place:

$$
L = 10\log_{10}\frac{P_0}{P_L}.
$$

$L$ is called insertion loss when the switch is closed and isolation when it is open. It is a positive number of decibels if the switch reduces the load power.

## A tempting solution

The source, the switch and the load form a single loop. The source and the load contribute 50 ohm each, so the loop resistance is 100 ohm without the switch and 102 ohm with the closed switch. The current falls by the factor $102/100$, and the load power by its square:

$$
L_{\rm on}=20\log_{10}\frac{102}{100}=0.172\ \text{dB}.
$$

The open switch has a reactance of magnitude

$$
X=\frac{1}{2\pi f C_{\rm off}}
=\frac{1}{2\pi\,(10^{10}\ \text{Hz})(10^{-13}\ \text{F})}
=159.15\ \text{ohm}.
$$

The loop now has $100+159.15=259.15$ ohm, and the same reasoning gives

$$
L_{\rm off}=20\log_{10}\frac{259.15}{100}=8.27\ \text{dB}.
$$

The first result is right and the second is wrong.

## Where the fault lies

The fault is the sum $100+159.15$. The voltage across a resistor is in phase with the current, while the voltage across a capacitor lags the current by a quarter period. The two voltages do not peak together, so their amplitudes may not be added as plain numbers. With the time dependence $e^{+j\omega t}$ and $\omega=2\pi f$, the capacitor has the impedance

$$
Z=\frac{1}{j\omega C_{\rm off}}=-jX,
$$

and the loop impedance is $100-j159.15$ ohm. Its magnitude is the hypotenuse of a right triangle, not the sum of its two sides. The closed switch escaped the error because its impedance is real and positive, and for such an impedance the magnitude of the sum is the sum of the magnitudes.

Another shortcut fails in the opposite direction. One might argue that the open switch dominates the loop, and compare 159.15 ohm alone with 100 ohm. This gives $20\log_{10}1.5915=4.04$ dB. It would be a good approximation if $X$ were much larger than 100 ohm, which is not the case here.

## Right solution

**Power without the switch.** Let the source have the peak voltage $V_s$ and the internal resistance $Z_0=50$ ohm. Connected directly to the load $Z_0$, it drives a current of peak value $V_s/(2Z_0)$. The average of a squared sinusoid is half its squared peak, so

$$
P_0=\frac12\left(\frac{V_s}{2Z_0}\right)^2 Z_0=\frac{V_s^2}{8Z_0}.
$$

This is also the available power of the source, the most that it can deliver to any load.

**Power with the switch.** A switch of impedance $Z$ carries the same current as the load. Therefore

$$
I=\frac{V_s}{2Z_0+Z},\qquad
P_L=\frac12|I|^2Z_0=\frac{V_s^2Z_0}{2\,|2Z_0+Z|^2}.
$$

Dividing the two powers, $V_s^2$ cancels:

$$
\frac{P_0}{P_L}
=\frac{V_s^2}{8Z_0}\cdot\frac{2\,|2Z_0+Z|^2}{V_s^2Z_0}
=\frac{|2Z_0+Z|^2}{4Z_0^2}
=\left|1+\frac{Z}{2Z_0}\right|^2 .
$$

Lossless lines of impedance $Z_0$ on either side of the switch do not alter this. Seen through such a line, a matched load is still $Z_0$, and a matched source is still a source with resistance $Z_0$ and the same peak voltage, delayed in phase. The switch itself must be short compared with the wavelength, so that one current describes it.

**Closed switch.** With $Z=R_{\rm on}$ the quantity inside the bars is real and positive:

$$
L_{\rm on}=20\log_{10}\left(1+\frac{R_{\rm on}}{2Z_0}\right)
=20\log_{10}1.0200=0.172\ \text{dB}.
$$

Since $20\log_{10}(1+u)=8.686\ln(1+u)$ and $\ln(1+u)\approx u$ for small $u$, a quick estimate is $8.686\times0.02=0.174$ dB. It is about 1 % above the full formula.

**Open switch.** With $Z=-jX$, define $x=X/(2Z_0)=1.5915$. The squared magnitude of $1-jx$ is $1+x^2$, so

$$
L_{\rm off}=10\log_{10}(1+x^2)
=10\log_{10}\left[1+\frac{1}{(4\pi fC_{\rm off}Z_0)^2}\right].
$$

Numerically,

$$
L_{\rm off}=10\log_{10}(1+2.5330)=10\log_{10}3.5330=5.48\ \text{dB}.
$$

For any positive $x$ we have $x<\sqrt{1+x^2}<1+x$. The right isolation therefore lies between the results of the two shortcuts, 4.04 dB and 8.27 dB.

The open state can also be checked without complex numbers. If $v$ is the voltage across the capacitor, the loop current is $C_{\rm off}\,dv/dt$, and the loop equation is

$$
2Z_0C_{\rm off}\frac{dv}{dt}+v=V_s\cos\omega t .
$$

Integrating this numerically from $v=0$, waiting ten periods for the transient to die out, and averaging the load power over the next period gives an isolation of 5.4815 dB. The formula gives the same four decimals.

## Where the power goes

An isolation of 5.48 dB means that the load still receives $1/3.5330=28.3\,\%$ of the available power. The faulty sum would have promised $1/2.5915^2=14.9\,\%$, about half the true leakage.

To find the reflected part, write the voltage at the source-side terminal of the switch as $V_1=V_s-IZ_0$. The incident wave there has amplitude $V_s/2$, and the rest of $V_1$ is the reflected wave. The reflection coefficient is the ratio of the two:

$$
\Gamma=\frac{V_1-V_s/2}{V_s/2}=1-\frac{2Z_0}{2Z_0+Z}=\frac{Z}{2Z_0+Z}.
$$

For the open switch $|\Gamma|^2=x^2/(1+x^2)=2.5330/3.5330=71.7\,\%$. With the transmitted 28.3 % this accounts for all the power, as it must, since an ideal capacitor absorbs none on average.

For the closed switch the reflected fraction is $(2/102)^2=0.038\,\%$. The fraction turned into heat in the switch is

$$
\frac{\tfrac12|I|^2R_{\rm on}}{P_0}
=\frac{V_s^2R_{\rm on}}{2(2Z_0+R_{\rm on})^2}\cdot\frac{8Z_0}{V_s^2}
=\frac{4Z_0R_{\rm on}}{(2Z_0+R_{\rm on})^2}
=\frac{400}{10404}=3.84\,\% .
$$

The remaining 96.12 % reaches the load. The two states thus lose power in different ways: the closed switch mainly heats, and the open switch reflects.

## Frequency and device width

At low frequency $x$ is large, and $L_{\rm off}\approx20\log_{10}x$. Because $x$ is proportional to $1/f$, halving the frequency then adds 6 dB, as long as leakage through the open switch is negligible. A leakage path of 5000 ohm in parallel with $C_{\rm off}$, for example, would limit the isolation to $20\log_{10}(1+5000/100)=34$ dB. At high frequency $x$ tends to zero and so does the isolation: an ideal capacitor becomes a through connection. In a real device the parasitic elements eventually matter. An inductance of 0.05 nH in series resonates with $C_{\rm off}$ at 71 GHz, and if it were the only addition the isolation would rise again above that frequency. Capacitances to ground move the minimum upward: with 0.02 pF at each terminal, the lumped circuit keeps losing isolation up to about 185 GHz. For the ideal capacitor, the change between the low-frequency and high-frequency regimes is at $x=1$, where the isolation is 3 dB. For this switch that happens at $1.5915\times10\ \text{GHz}\approx16$ GHz, so 10 GHz lies in the transition region, where neither limit is accurate.

A narrower transistor has a smaller capacitance and isolates better, but its resistance is higher. In the simplest scaling model $R_{\rm on}$ is inversely proportional to the width and $C_{\rm off}$ is proportional to it. Their product then stays fixed, here at $2\ \text{ohm}\times0.1\ \text{pF}=200$ fs.

Suppose that one series device must give 20 dB at 10 GHz. Then $1+x^2=100$, so $x=\sqrt{99}=9.95$. Since $x$ is proportional to $1/C_{\rm off}$,

$$
C_{\rm off}=0.1\ \text{pF}\times\frac{1.5915}{9.95}=0.016\ \text{pF},
\qquad
R_{\rm on}=\frac{200\ \text{fs}}{0.016\ \text{pF}}=12.5\ \text{ohm}.
$$

The insertion loss rises to $20\log_{10}1.125=1.02$ dB. With the product, the frequency and $Z_0$ held fixed, width alone cannot improve both figures.

## Comparison with a real device

The given values are in the regime of a GaN high-electron-mobility transistor about 1 mm wide. A product $R_{\rm on}C_{\rm off}$ of a few hundred femtoseconds is roughly typical of such switches, so 200 fs represents a good one. The model omits several effects, sized here with rough values. For a channel at 400 K, the assumption that costs most in the closed state is a fixed resistance. If the resistance rises as $T^{1.5}$, then between 300 K and 400 K it grows from 2 to 3.08 ohm and adds 0.09 dB, more than half of the original loss. This applies the channel's temperature law to the whole resistance, although the contacts usually vary less. A series inductance of 0.05 nH adds 0.004 dB, and a capacitance of 0.02 pF from each terminal to ground adds 0.017 dB. The temperature term exceeds this last figure only above about 320 K. The inductance and the capacitances partly compensate each other, and together they add only 0.005 dB. The capacitance $C_{\rm off}$, if it remains in parallel with the closed channel, changes the loss by less than 0.0001 dB.

In the open state the largest of the corrections considered comes from the capacitances to ground, and it raises the isolation by 0.27 dB. To see why, let each terminal have the admittance $Y=jb/Z_0$ to ground, and let $V_2$ be the load voltage. The current through the switch is $V_2(1+jb)/Z_0$, so

$$
V_1=V_2\left[1+\frac{Z(1+jb)}{Z_0}\right].
$$

The source current $(V_s-V_1)/Z_0$ feeds both the source-side capacitance and the switch:

$$
\frac{V_s-V_1}{Z_0}=\frac{jb\,V_1}{Z_0}+\frac{V_2(1+jb)}{Z_0}
\quad\Rightarrow\quad
V_s=(1+jb)(V_1+V_2).
$$

Without the switch and its capacitances the load voltage would be $V_s/2$. Inserting $V_1$ and $Z/(2Z_0)=-jx$ gives

$$
\frac{V_s}{2V_2}=(1+jb)\left[1-jx(1+jb)\right]=(1+jb)\left[(1+xb)-jx\right].
$$

The product $xb$ equals the ground capacitance divided by $2C_{\rm off}$, which is $0.02/0.2=0.1$. The real part in the bracket thus grows from 1 to 1.1. With $b=2\pi f\,(0.02\ \text{pF})\,Z_0=0.063$, the factor in front contributes only $1+b^2=1.004$. The power ratio therefore grows from 3.53 to $1.004\times(1.1^2+2.533)=3.76$.

The other open-state corrections are smaller:

- The inductance cancels about 3 ohm of the capacitive reactance and lowers the isolation by 0.12 dB.
- A leakage path of 5000 ohm in parallel with $C_{\rm off}$ raises it by 0.12 dB. The sign may surprise. For $R\gg X$, the parallel pair acts like the capacitor in series with a resistance of about $X^2/R=5$ ohm, which adds directly to the 100 ohm of the loop, while the reactance hardly changes.
- An access resistance of 2 ohm in series with $C_{\rm off}$ raises it by 0.05 dB for the same reason.

With all these effects together the insertion loss is 0.27 dB and the isolation 5.8 dB. The simple model is therefore good to a few tenths of a decibel in the open state, but at 400 K it misses about a third of the closed-state loss, or about a quarter if only half of the resistance follows the temperature law.

## How much power the linear model allows

A resistance and a capacitance describe the transistor only while the signal does not itself change the state of the channel. Take 10 W of available power. From $P_0=V_s^2/(8Z_0)$, the source voltage is $V_s=\sqrt{8\times50\times10}=63.25$ V peak.

When closed, the switch carries $63.25/102=0.62$ A peak. A rough saturation current of 1 A per millimetre of width allows 1 A, so the channel stays below saturation. This relies on the matched load. A short circuit directly behind the switch would draw $63.25/52=1.2$ A, and the model would fail. Even in the matched case the resistance is not strictly constant, because a real channel saturates gradually. If, for example, its current follows $I=(V/R_{\rm on})/\sqrt{1+(V/R_{\rm on}I_s)^2}$ with $I_s=1$ A, the insertion loss at 10 W is 0.20 dB instead of 0.17 dB. With a constant resistance, the heat in the matched case is $\tfrac12(0.620)^2\times2=0.384$ W. With a rough thermal resistance of 30 K/W the channel warms by 11.5 K. Starting from 300 K, and with the heat evaluated at 2 ohm, this raises the insertion loss from 0.172 to 0.182 dB. With the gradual saturation above included as well, the channel warms by about 15 K and the insertion loss is 0.22 dB.

When open, the switch has across it the peak voltage

$$
V_s\frac{x}{\sqrt{1+x^2}}=63.25\times\frac{1.5915}{\sqrt{3.5330}}=53.6\ \text{V}.
$$

Assume a symmetric transistor whose gate is fed through a resistance large enough to let it float at 10 GHz and has negligible capacitance to ground. Such a capacitance would divide the voltage unequally and call for a more negative bias than the one found below. Half of the voltage, 26.8 V, then appears between the gate and each terminal, on top of the gate bias. With a rough pinch-off voltage of $-3$ V and both terminals at zero d.c. voltage, the channel stays non-conducting throughout the cycle if the bias is at or below

$$
-3-26.8=-29.8\ \text{V}.
$$

At the opposite peak the gate-to-terminal voltage reaches $29.8+26.8=56.6$ V in magnitude, below a rough breakdown voltage of 100 V. With a weaker bias the signal would turn the channel on during part of each cycle, and the isolation of 5.48 dB would no longer apply. The required bias also relies on the matched load: a reflecting load can raise the voltage across the open switch and call for a more negative bias. This remedy has a limit. For a peak voltage $V$ across the switch, the bias must be at or below $-3\ \text{V}-V/2$, and the gate-to-terminal voltage then reaches at least $3\ \text{V}+V$ in magnitude. Above $V=97$ V no bias keeps the channel off without exceeding the breakdown voltage. The numerical output lists the values of the linear model used here.

## Numbers as computed

```
Line impedance: 50 ohm; frequency: 10 GHz
On-resistance: 2.0 ohm; off-capacitance: 0.10 pF
Product r_on*c_off: 200 fs
Closed: 1 + r_on/(2 Z0) = 1.0200
Insertion loss, formula: 0.1720 dB
Insertion loss, nodal analysis: 0.1720 dB
Insertion loss, linear rule: 0.1737 dB
Closed, transmitted fraction: 96.12 %
Closed, reflected fraction: 0.038 %
Closed, absorbed fraction: 3.84 %
Open reactance magnitude: 159.15 ohm
Open: X/(2 Z0) = 1.5915
Open: 1 + (X/(2 Z0))^2 = 3.5330
Isolation, formula: 5.4815 dB
Isolation, time integration: 5.4815 dB
Open, transmitted fraction: 28.30 %
Open, reflected fraction: 71.70 %
Mistake, magnitudes added: 8.27 dB
Mistake, the 1 dropped: 4.04 dB
Target isolation of one scaled device: 20 dB
  needed off-capacitance: 0.0160 pF
  width relative to original: 0.160
  resulting on-resistance: 12.50 ohm
  resulting insertion loss: 1.02 dB
Rough temperatures: 300 K, 400 K; power 1.5
Hot on-resistance: 3.08 ohm
Rough series inductance: 0.05 nH
Rough shunt capacitance per terminal: 0.02 pF
Rough leakage: 5000 ohm; access: 2 ohm
Change of insertion loss, hot channel: +0.0914 dB
Change of insertion loss, series inductance: +0.0041 dB
Change of insertion loss, shunt capacitance: +0.0171 dB
Change of insertion loss, parallel c_off: -0.0000 dB
Change of isolation, series inductance: -0.123 dB
Change of isolation, shunt capacitance: +0.268 dB
Change of isolation, leakage: +0.120 dB
Change of isolation, access resistance: +0.049 dB
Insertion loss with all effects: 0.269 dB
Isolation with all effects: 5.79 dB
Available power: 10 W; peak source voltage: 63.25 V
Closed, peak current: 0.620 A
Rough width: 1 mm; saturation current: 1.0 A
Closed, heat in switch: 0.384 W
Rough thermal resistance: 30 K/W; rise: 11.5 K
Insertion loss after self-heating: 0.182 dB
Open, peak voltage across switch: 53.6 V
Rough pinch-off: -3 V; breakdown: 100 V
Gate bias needed to stay open: -29.8 V
Peak gate-to-terminal voltage: 56.6 V
```
